# Why a Trap's Optical Ionization Energy Exceeds Its Thermal Ionization Energy

**Question.** An electron held by a trap in an insulator can be released into the conduction band by heat or by light. The trap, the band and the released electron are the same in both cases. Why does light then need more energy than heat, and what fixes the difference?

## The mechanism: the lattice also has two states

The ions around a trap feel its charge. When the electron leaves, the forces on them change, and so do their equilibrium positions. Ionization therefore has two parts: the electron goes to the band, and the lattice moves to a new resting place.

The thermal ionization energy compares two relaxed states. At the start the lattice is in equilibrium around the occupied trap; at the end it is in equilibrium around the empty one, with the electron at rest at the band edge. A free-energy difference between equilibrium states does not depend on the path between them.

Light acts on the electron. In the Condon approximation, where the transition moment does not depend on the ionic positions, absorption leaves the nuclear wave function unchanged. The lattice still has the arrangement that suited the occupied trap, which is a strained arrangement for the empty one. The photon pays for this strain. Afterwards the ions relax and the strain energy becomes heat.

Let $V_o(Q)$ and $V_i(Q)$ be the lattice energies of the occupied and ionized states along a coordinate $Q$, with minima at $Q_o$ and $Q_i$. If nuclear zero-point motion and vibrational entropy are ignored,

$$E_{\rm opt}-E_{\rm th}=[V_i(Q_o)-V_o(Q_o)]-[V_i(Q_i)-V_o(Q_o)]=V_i(Q_o)-V_i(Q_i)\ge 0 .$$

The sign follows because $Q_i$ is the minimum of $V_i$. No harmonic form is needed for this. Harmonic curves of equal frequency supply a formula, and they also make the zero-point and entropy terms cancel.

## The formula: two displaced parabolas

Measure $Q$ from the minimum of the occupied state and take

$$V_o=\tfrac12kQ^2,\qquad V_i=E_T+\tfrac12k(Q-d)^2 .$$

Here $k=m\omega^2$ is the common stiffness, $m$ the mode mass and $d$ the displacement. The energy $V_i$ includes the electron at rest at the band edge.

**Thermal energy.** The minima differ by $E_T$. An oscillator with minimum energy $V_{\min}$ has the partition function

$$Z=e^{-V_{\min}/k_BT}\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/k_BT}
=\frac{e^{-V_{\min}/k_BT}}{2\sinh(\hbar\omega/2k_BT)} .$$

The denominator is the same for both states, so

$$E_{\rm th}=-k_BT\ln\frac{Z_i}{Z_o}=E_T$$

at every temperature, provided $E_T$ itself is held fixed. Electronic degeneracy factors are left out of this definition.

**Optical energy.** Expand the square and subtract at equal $Q$:

$$V_i-V_o=E_T+\tfrac12k(Q^2-2Qd+d^2)-\tfrac12kQ^2=E_T+\tfrac12kd^2-kdQ .$$

At $Q=0$ this gives

$$E_{\rm opt}=E_T+\lambda,\qquad \lambda=\tfrac12kd^2=S\hbar\omega .$$

The last equality defines the Huang–Rhys factor $S$, the relaxation energy counted in phonons. Just after ionization the force on the lattice is $-V_i'(0)=kd$. As the ions move from $0$ to $d$, the energy falls from $E_T+\lambda$ to $E_T$. The difference between the optical and thermal energies is thus the energy that the lattice releases as it relaxes.

If several modes are displaced, normal coordinates separate the energy into independent parabolas. Each adds its own strain energy, and $\lambda=\sum_jS_j\hbar\omega_j$.

**Quantum lattice.** The ions are never at rest at $Q=0$, so the vertical energy needs a quantum meaning. Let $|n\rangle$ be a vibrational state of the occupied trap with energy $E_n$, and $|f\rangle$ one of the ionized trap with energy $E_f$. The line at $E_f-E_n$ has weight $|\langle f|n\rangle|^2$. Since the states $|f\rangle$ are complete and $H_o|n\rangle=E_n|n\rangle$,

$$\sum_f|\langle f|n\rangle|^2(E_f-E_n)=\langle n|H_i-H_o|n\rangle=E_T+\lambda-kd\langle n|Q|n\rangle .$$

The kinetic energies have cancelled. The mean of $Q$ vanishes by symmetry in every $|n\rangle$, so a thermal average over $n$ changes nothing. The optical energy $E_T+\lambda$ is the centroid of the lines at any temperature.

Heating does spread the weight over a wider range of lines. Because $(H_i-E_n)|n\rangle=(H_i-H_o)|n\rangle$, the second moment is the mean of $(V_i-V_o)^2$, and the variance is $k^2d^2\langle Q^2\rangle$. Half of an oscillator's mean energy is potential, which gives $k\langle Q^2\rangle=\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$. With $kd^2=2\lambda$,

$$\sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.$$

**Can light ionize the trap at $E_T$?** It can. A line at $E_T$ joins the two vibrational ground states. In units of $\sqrt{\hbar/m\omega}$ these are Gaussians a distance $\delta=\sqrt{2S}$ apart. Writing $q^2+(q-\delta)^2=2(q-\delta/2)^2+\delta^2/2$, their overlap is

$$\frac1{\sqrt\pi}\int e^{-q^2/2-(q-\delta)^2/2}\,dq=e^{-\delta^2/4},$$

and its square is $e^{-S}$. For strong coupling the line is allowed but extremely weak. The optical ionization energy is therefore a centroid and not an absolute threshold.

## Why the speed of the change matters

A classical thought experiment shows what a slow change would save. Let the equilibrium position move from $0$ to $d$ at a steady rate during a time $\tau$, with the lattice initially at rest:

$$\ddot Q=-\omega^2(Q-d\,t/\tau).$$

The distance from the moving centre, $u=Q-d\,t/\tau$, obeys $\ddot u=-\omega^2u$ with $u(0)=0$ and $\dot u(0)=-d/\tau$. Hence $u=-(d/\omega\tau)\sin\omega t$. At time $\tau$ the centre stops at $d$, and

$$Q-d=-\frac{d}{\omega\tau}\sin\omega\tau,\qquad \dot Q=\frac d\tau(1-\cos\omega\tau).$$

The energy above the new minimum is

$$\tfrac12k\left[(Q-d)^2+\frac{\dot Q^2}{\omega^2}\right]
=\frac{\lambda}{(\omega\tau)^2}\,(2-2\cos\omega\tau)
=\lambda\left[\frac{\sin(\omega\tau/2)}{\omega\tau/2}\right]^2 .$$

A sudden change costs the full $\lambda$. A change that is slow compared with the lattice period costs almost nothing, because the ions follow their equilibrium position. Photon absorption is not a ramp of this kind, but it leaves the lattice in the state produced by the sudden limit.

## The numbers for a deep trap in hafnia

Take round values in the rough regime of a deep electron trap in a hafnia capacitor: $E_T=1.2$ eV, $\hbar\omega=0.05$ eV and $S=20$. Then

$$\lambda=20\times0.05=1.0\ {\rm eV},\qquad E_{\rm opt}=1.2+1.0=2.2\ {\rm eV},$$

which corresponds to a wavelength of 564 nm. Numerical diagonalization of both oscillators gives a centroid of 2.2 eV and a free-energy gap of 1.2 eV at 77, 300 and 400 K. For a mode mass of 16 u, the displacement is 0.046 nm. If four atoms share the motion equally, each moves half of this, 0.023 nm.

At 300 K, $k_BT=0.02585$ eV and $\coth(0.967)=1.34$, so $\sigma=\sqrt{1.0\times0.05\times1.34}=0.26$ eV. The thermal energy lies nearly four widths below the centroid. Lines up to two phonons above $E_T$ carry $1.2\times10^{-4}$ of the weight at 300 K. The zero-phonon line carries $e^{-20}=2.1\times10^{-9}$ at zero temperature.

The lattice period is 83 fs. In the thought experiment, switching in 1 fs leaves an excess of 1.00 eV, switching in 40 fs leaves 0.43 eV, and switching in 800 fs leaves 0.0008 eV.

The distinction matters when an optical depth is used to predict thermal emission. Putting 2.2 eV in place of 1.2 eV in a Boltzmann factor at 300 K changes it by $e^{-1.0/0.02585}\approx10^{-17}$.

## What experiments read

**Photoionization.** The released electron may also have kinetic energy in the band, so the measured spectrum is an electronic onset broadened by the phonon lines $G(x)$, with $\int G\,dx=1$. If the electronic cross-section rises linearly from the band edge with slope $A$, then for photon energies above essentially all the lines

$$\sigma_{\rm ph}(h\nu)=A\int(h\nu-x)G(x)\,dx=A(h\nu-E_T-\lambda).$$

The straight part extrapolates to $E_{\rm opt}$, and the computed spectrum gives 2.20 eV when fitted above about 2.8 eV. A fit closer to the onset falls short: the range 2.2 to 2.6 eV gives 2.07 eV. Another onset law needs its own fit.

**The reverse transition.** After relaxation the lattice sits at $Q=d$. A vertical return of the electron from the band edge releases

$$V_i(d)-V_o(d)=E_T+\lambda-kd^2=E_T-\lambda=0.2\ {\rm eV}.$$

The two vertical energies differ by $2\lambda=2.0$ eV, with $E_T$ halfway between them.

**Arrhenius slopes.** A slope measures how a rate changes with temperature, and the rate can include a barrier. In the classical picture the electron leaves without a photon where the curves cross. Setting $V_i=V_o$ gives $Q_\times=(E_T+\lambda)/(kd)$, at a height

$$\tfrac12kQ_\times^2=\frac{(E_T+\lambda)^2}{4\lambda}=E_T+\frac{(E_T-\lambda)^2}{4\lambda}$$

above the occupied minimum. Here that is 1.21 eV, so the capture barrier is just 0.01 eV. With quantum phonon weights and a temperature-independent electronic factor, the slope for emission to the band edge at 300 K is 1.20 eV. A barrier of a few hundredths of an eV or more would raise the slope above $E_T$, but at this temperature by less than the classical crossing suggests, because $\hbar\omega$ is about twice $k_BT$ and the lattice can tunnel between the two curves. When $E_T>3\lambda$, the classical crossing lies even above $E_T+\lambda$. That height is a classical, high-temperature estimate, and a slope measured near room temperature can be much lower. The rule that the optical energy is the larger one is shown here for the equilibrium thermal energy, and not for every fitted slope.

## Where real hafnia departs from the model

In a real film the frequencies change on ionization, bonds are anharmonic, and a strong field acts on the electron. The parameters above are rough and describe no particular identified defect. The following estimates show how far each departure moves the numbers.

**Unequal frequencies.** Let the ionized frequency be $r\omega$, with $d$ and the difference between the minima held fixed. The strain energy becomes $r^2\lambda$, and the mean of $V_i-V_o$ gains $\tfrac12(r^2-1)k\langle Q^2\rangle$. The zero-phonon energy gains $\tfrac12(r-1)\hbar\omega$. The optical energy therefore exceeds the zero-phonon energy by

$$r^2\lambda+\frac{\hbar\omega}{4}(r^2-1)\coth\frac{\hbar\omega}{2k_BT}-\frac{\hbar\omega}{2}(r-1).$$

At 300 K this is 0.81 eV for $r=0.9$ and 1.21 eV for $r=1.1$. Nearly all of the change comes from $r^2\lambda$. The free-energy gap moves by about 3 meV.

**Anharmonic bonds.** Replace the ionized parabola by $N$ equal Morse bonds of depth $D$, keeping the curvature at the minimum and the displacement. A Morse bond stretched by $x$ has energy $D(1-e^{-ax})^2$, which is $Da^2x^2$ for small $x$. Equating this harmonic part to $\lambda/N$ gives $a|x|=\sqrt{\lambda/ND}$, and the relaxation energy is

$$\lambda_{\rm M}=ND\left(1-e^{\mp\sqrt{\lambda/ND}}\right)^2,$$

with the upper sign for bonds that start stretched and the lower for bonds that start compressed. For a rough $D=5$ eV, one bond gives 0.65 or 1.59 eV, and four bonds give 0.80 or 1.26 eV. Among the effects sized here, this one can change the relaxation energy most. Apart from zero-point and thermal corrections of at most a few hundredths of an eV in these examples, the difference between the optical and thermal energies is still the relaxation energy on the ionized curve, but it is no longer the harmonic $S\hbar\omega$.

**Field lowering.** If the empty trap is positively charged, a field $F$ lowers the barrier for the escaping electron. With $c=e^2/4\pi\varepsilon_0$ and $F$ written as a force on the electron, the barrier energy $-c/(\varepsilon_r r)-Fr$ peaks at $r=\sqrt{c/\varepsilon_rF}$. The peak lies $2\sqrt{cF/\varepsilon_r}$ below the zero-field band edge. At 1 MV/cm this is 0.34 eV for a rough electronic permittivity of 5, and 0.15 eV for a rough static one of 25. A lowering common to both processes cancels in $E_{\rm opt}-E_{\rm th}$. If the optical process felt the first value and the thermal process the second, the difference would shrink by 0.19 eV, to about 0.81 eV.

**Tunnelling.** At 1 MV/cm the electron need not reach the band edge. The lattice can supply part of $E_T$, and the electron can tunnel through the rest. For a triangular barrier and a rough tunnelling mass of 0.2 electron masses, the dominant path at 300 K starts 0.55 eV below the edge and crosses 5.5 nm. In a film about 10 nm thick, that path is available only to traps at least this far from the electrode that collects the electron. The electron can also tunnel directly into empty states of that electrode, a channel left out of the numbers below. With the electrode Fermi level a rough 1.8 eV below the band edge, and to the same exponential accuracy, this direct channel is about $10^3$ times faster for a trap 5.5 nm away, with a slope below 0.1 eV, and it becomes negligible near 8 nm. The slope and rate that follow therefore describe traps far from the electrode. The Arrhenius slope falls from 1.20 to about 0.67 eV. The rate rises by a factor of order $10^4$ over emission to the band edge at the same temperature. Both numbers depend strongly on the mass: for 0.1 and 0.3 electron masses the slope is about 0.47 and 0.79 eV, and the factor is of order $10^6$ and $10^3$. This estimate keeps the exponents but not the electronic prefactors. It also omits the Coulomb attraction of a positively charged empty trap, which thins the barrier and raises the rate further, by a factor that ranges from a few for the static permittivity above to a few hundred for the electronic one. Such a slope, read directly as a trap depth, would understate $E_T$ by almost half.

Temperature shifts of the band edge, the spread among sites in a polycrystalline film, and any dependence of the transition moment on $Q$ are not included or sized. The main computed values are in the numerical output below.

## Calculated quantities

```
Input thermal ionization energy: 1.200 eV
Input phonon energy: 0.050 eV; Huang-Rhys factor S: 20.0
Input temperature: 300 K; kT: 0.02585 eV
Input field: 1.0 MV/cm; mode mass: 16 u
Dimensionless displacement: 6.3246
Mode displacement: 0.0457 nm
Per atom if shared by four atoms: 0.0229 nm
Relaxation energy S*hw: 1.0000 eV
Zero-phonon energy from diagonalization: 1.200000 eV
77 K: optical centroid 2.200000 eV, rms width 0.2237 eV, free-energy gap 1.200000 eV
300 K: optical centroid 2.200000 eV, rms width 0.2586 eV, free-energy gap 1.200000 eV
400 K: optical centroid 2.200000 eV, rms width 0.2839 eV, free-energy gap 1.200000 eV
Optical minus thermal energy, 300 K: 1.000000 eV
Wavelength at optical energy: 563.6 nm
Reverse vertical energy: 0.200000 eV
Difference of the two vertical energies: 2.000000 eV
Zero-phonon weight at zero temperature: 2.061e-09
Weight up to two phonons above E_T, 300 K: 1.232e-04
Linear-onset extrapolation: 2.20000 eV
Lattice period: 82.71 fs
Excess energy for switching time 1 fs: 0.99952 eV
Excess energy for switching time 40 fs: 0.43209 eV
Excess energy for switching time 800 fs: 0.00080 eV
Three-mode test: energy drop 1.688500, mode sum 1.688500 (model units)
Frequency ratio 0.9: optical minus zero-phonon energy 0.8093 eV, free-energy gap shift -0.00345 eV
Frequency ratio 1.1: optical minus zero-phonon energy 1.2110 eV, free-energy gap shift 0.00326 eV
Input Morse bond depth (rough): 5.0 eV
Morse relaxation energy, 1 bond(s): soft side 0.650 eV, hard side 1.590 eV
Morse relaxation energy, 4 bond(s): soft side 0.803 eV, hard side 1.256 eV
Poole-Frenkel lowering, relative permittivity 5: 0.339 eV
Poole-Frenkel lowering, relative permittivity 25: 0.152 eV
Spread of the two lowerings: 0.188 eV
Classical crossing above occupied minimum: 1.2100 eV
Classical capture barrier: 0.0100 eV
Arrhenius slope, emission to band edge, 300 K: 1.1981 eV
Input tunnelling mass (rough): 0.2 electron masses
Arrhenius slope with tunnelling at 1 MV/cm: 0.671 eV
Dominant tunnelling depth: 0.55 eV
Barrier width at that depth: 5.5 nm
Rate factor from tunnelling (exponential accuracy): 2.8e+04
```
